# Structure factors and extinctions of the four-atom wurtzite cell: a program that tests the result

```python
"""
Structure factors of the four-atom wurtzite cell, tested independently.

Result under test, for spherical atomic potentials of species A and B:
    V(G) = V_S*S_S + i*V_A*S_A
    S_S = cos(phi)*cos(pi*l*u),  S_A = cos(phi)*sin(pi*l*u)
    phi = pi*(h + 2*k)/3 + pi*l/2
Both factors vanish if and only if h+2k is a multiple of 3 and l is odd.
h,k,l: indices of G for in-plane direct vectors at 120 degrees;
u: A-B separation along c, in units of c (ideal 3/8);
V_S, V_A: half sum and half difference of the A and B form factors,
each form factor being an atomic transform over the volume per atom.
Lengths are in nm and potentials in eV.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

RYDBERG_EV = physical_constants["Rydberg constant times hc in eV"][0]
SPECIES = np.array([1, 1, -1, -1])       # +1 for A, -1 for B


def lattice(a, c):
    return np.array([[a, 0, 0], [-a / 2, np.sqrt(3) * a / 2, 0], [0, 0, c]])


def basis(u):
    pair = np.array([1 / 6, 1 / 3, 1 / 4])
    half = np.array([0, 0, u / 2])
    return np.array([pair - half, -pair - half, pair + half, -pair + half])


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def direct_factors(hkl, cell, positions):
    """Explicit sums over Cartesian atom positions; returns S_S and i*S_A."""
    phases = np.exp(-1j * (hkl @ reciprocal(cell)) @ positions.T)
    return phases.mean(axis=1), (phases * SPECIES).mean(axis=1)


def closed_factors(hkl, u):
    h, k, l = np.asarray(hkl).T
    common = np.cos(np.pi * (h + 2 * k) / 3 + np.pi * l / 2)
    return common * np.cos(np.pi * l * u), common * np.sin(np.pi * l * u)


def form_factor(q, depth, width, atom_volume):
    """Transform of -depth*exp(-r^2/(2 width^2)) over the volume per atom."""
    norm = (2 * np.pi) ** 1.5 * width ** 3 / atom_volume
    return -depth * norm * np.exp(-(q * width) ** 2 / 2)


a = 0.32
u = 3 / 8
c = a * np.sqrt(8 / 3)
cell = lattice(a, c)
atoms = basis(u) @ cell
volume = np.linalg.det(cell)
depth_A, depth_B = 20.0, 60.0
width_A, width_B = 0.045, 0.050
images = np.array(list(itertools.product(range(-2, 3), repeat=3))) @ cell

# Geometry: find neighbours by search, without assuming the bond length.
bonds_from_A = []
max_bond_error = 0.0
for i in range(4):
    others = atoms[SPECIES != SPECIES[i]]
    vectors = (others[:, None, :] + images[None, :, :] - atoms[i]).reshape(-1, 3)
    order = np.argsort(np.linalg.norm(vectors, axis=1))
    vectors = vectors[order]
    lengths = np.linalg.norm(vectors, axis=1)
    max_bond_error = max(max_bond_error,
                         np.max(abs(lengths[:4] - np.sqrt(3 / 8) * a)))
    assert lengths[4] > 1.2 * lengths[3]
    unit = vectors[:4] / lengths[:4, None]
    cosines = (unit @ unit.T)[np.triu_indices(4, 1)]
    assert np.allclose(cosines, -1 / 3, atol=1e-12)
    if SPECIES[i] == 1:
        bonds_from_A.append((atoms[i], vectors[:4]))
assert max_bond_error < 1e-12
bond_length = np.linalg.norm(bonds_from_A[0][1][0])

# Closed forms and both directions of the extinction rule.
indices = np.array(list(itertools.product(
    range(-6, 7), range(-6, 7), range(-12, 13))))
h, k, l = indices.T
rule = ((h + 2 * k) % 3 == 0) & (l % 2 != 0)
c_real, u_real = 1.626 * a, 0.377
max_factor_error = 0.0
for c_test, u_test in ((c, u), (c_real, u_real), (1.5 * a, 0.41)):
    test_cell = lattice(a, c_test)
    test_atoms = basis(u_test) @ test_cell
    sym, anti = direct_factors(indices, test_cell, test_atoms)
    closed_s, closed_a = closed_factors(indices, u_test)
    error = max(np.max(abs(sym - closed_s)), np.max(abs(anti - 1j * closed_a)))
    max_factor_error = max(max_factor_error, error)
    vanish = (abs(sym) < 1e-10) & (abs(anti) < 1e-10)
    assert np.array_equal(vanish, rule)
    # A general change of origin must preserve the joint zeros.
    moved = test_atoms + np.array([0.037, -0.021, 0.053])
    sym_m, anti_m = direct_factors(indices, test_cell, moved)
    assert np.array_equal((abs(sym_m) < 1e-10) & (abs(anti_m) < 1e-10), rule)
assert max_factor_error < 1e-11

# Additional separate zeros of the ideal geometry.
sym, anti = direct_factors(indices, cell, atoms)
assert np.max(abs(sym[l % 8 == 4])) < 1e-10
assert np.max(abs(anti[l % 8 == 0])) < 1e-10

# The same crystal indexed with in-plane vectors at 60 degrees.
cell60 = np.array([cell[0], cell[0] + cell[1], cell[2]])
angle60 = np.degrees(np.arccos(cell60[0] @ cell60[1] / a ** 2))
assert abs(angle60 - 60) < 1e-10
sym60, anti60 = direct_factors(indices, cell60, atoms)
vanish60 = (abs(sym60) < 1e-10) & (abs(anti60) < 1e-10)
assert np.array_equal(vanish60, ((h + k) % 3 == 0) & (l % 2 != 0))

# Numerical Fourier transform of the actual periodic real-space potential.
shape = (24, 24, 40)
fractions = np.stack(np.meshgrid(
    *(np.arange(n) / n for n in shape), indexing="ij"), axis=-1)
points = fractions @ cell
potential = np.zeros(shape)
for position, kind in zip(atoms, SPECIES):
    depth, width = (depth_A, width_A) if kind == 1 else (depth_B, width_B)
    for shift in images:
        distance2 = np.sum((points - position - shift) ** 2, axis=-1)
        potential -= depth * np.exp(-distance2 / (2 * width ** 2))
spectrum = np.fft.fftn(potential) / potential.size


def half_sum_difference(hkl, test_cell):
    q = np.linalg.norm(hkl @ reciprocal(test_cell), axis=1)
    atom_volume = np.linalg.det(test_cell) / 4
    v_A = form_factor(q, depth_A, width_A, atom_volume)
    v_B = form_factor(q, depth_B, width_B, atom_volume)
    return q, (v_A + v_B) / 2, (v_A - v_B) / 2


small = indices[(abs(h) <= 3) & (abs(k) <= 3) & (abs(l) <= 5)]
_, v_sym, v_anti = half_sum_difference(small, cell)
s_sym, s_anti = closed_factors(small, u)
predicted = v_sym * s_sym + 1j * v_anti * s_anti
numerical = spectrum[tuple(small.T)]
fourier_error = np.max(abs(predicted - numerical))
assert fourier_error < 1e-8

# Nonspherical correction: wells at a chosen fraction of each A-B bond.
bond_depth, bond_width, bond_fraction = 5.0, 0.050, 0.60


def bond_potential(hkl, fraction):
    sites = np.concatenate([origin + fraction * vectors
                            for origin, vectors in bonds_from_A])
    g = np.asarray(hkl) @ reciprocal(cell)
    strength = form_factor(np.linalg.norm(g), bond_depth, bond_width, volume)
    return strength * np.sum(np.exp(-1j * sites @ g))


glide_set = [(0, 0, 1), (1, 1, 1), (-2, 1, 1), (1, -2, 1), (2, 2, 3)]
for hkl in glide_set:
    assert abs(bond_potential(hkl, bond_fraction)) < 1e-12
for hkl in indices[rule]:
    assert abs(bond_potential(hkl, 0.5)) < 1e-12
bond_301 = abs(bond_potential((3, 0, 1), bond_fraction))
assert bond_301 > 1e-4

# Worked table, including a rough nonideal geometry.
table = np.array([(0, 0, 1), (1, 0, 0), (0, 0, 2), (1, 0, 1), (1, 0, 2),
                  (0, 0, 3), (1, 1, 0), (1, 1, 1), (1, 0, 3), (2, 0, 0),
                  (1, 1, 2), (2, 0, 1), (0, 0, 4), (3, 0, 1), (0, 0, 8)])
q, v_sym, v_anti = half_sum_difference(table, cell)
s_sym, s_anti = closed_factors(table, u)
magnitude = abs(v_sym * s_sym + 1j * v_anti * s_anti)
_, v_sym_r, v_anti_r = half_sum_difference(table, lattice(a, c_real))
s_sym_r, s_anti_r = closed_factors(table, u_real)
magnitude_r = abs(v_sym_r * s_sym_r + 1j * v_anti_r * s_anti_r)
change = abs(magnitude_r - magnitude)
largest = np.argmax(change)
strongest = np.argmax(magnitude)


def clean(value):
    return 0.0 if abs(value) < 1e-10 else value


print(f"Lattice constants a, c: {a:.4f}, {c:.4f} nm")
print(f"Ideal c/a and u: {c / a:.6f}, {u:.4f} (dimensionless)")
print(f"Bond length from neighbour search: {bond_length:.5f} nm")
print(f"Cell volume: {volume:.6f} nm^3; per atom: {volume / 4:.6f} nm^3")
print(f"Well depths A, B: {depth_A:.1f}, {depth_B:.1f} eV")
print(f"Well widths A, B: {width_A:.3f}, {width_B:.3f} nm")
print("Columns: h k l | G (1/nm) | S_S | S_A | V_S (eV) | V_A (eV)"
      " | abs V ideal (eV) | abs V nonideal (eV)")
for i, (hh, kk, ll) in enumerate(table):
    print(f"{hh:2d} {kk:2d} {ll:2d} | {q[i]:7.3f} | {clean(s_sym[i]):8.5f}"
          f" | {clean(s_anti[i]):8.5f} | {v_sym[i]:9.5f} | {v_anti[i]:8.5f}"
          f" | {clean(magnitude[i]):8.5f} | {clean(magnitude_r[i]):8.5f}")
print("Strongest tabulated reflection h k l:", *table[strongest])
print(f"Its abs V: {magnitude[strongest]:.5f} eV"
      f" = {magnitude[strongest] / RYDBERG_EV:.5f} Ry")
print(f"Nonideal c/a and u: {c_real / a:.3f}, {u_real:.3f} (dimensionless)")
i004 = np.where((table == (0, 0, 4)).all(axis=1))[0][0]
print(f"S_S(0 0 4), nonideal: {s_sym_r[i004]:.5f} (dimensionless)")
print("Largest tabulated nonideal change at h k l:", *table[largest])
print(f"Its change in abs V: {1000 * change[largest]:.2f} meV")
print(f"Bond-well depth, width: {bond_depth:.1f} eV, {bond_width:.3f} nm")
print(f"Bond-well position from A: {bond_fraction:.2f} of bond length")
print(f"Bond-well abs V(3 0 1): {1000 * bond_301:.4f} meV")
print(f"Indices tested per geometry: {len(indices)}; forbidden: {rule.sum()}")
print(f"Largest structure-factor error: {max_factor_error:.1e} (dimensionless)")
print(f"Largest real-space Fourier error: {fourier_error:.1e} eV")
print("OK")
```

Output:

```
Lattice constants a, c: 0.3200, 0.5226 nm
Ideal c/a and u: 1.632993, 0.3750 (dimensionless)
Bond length from neighbour search: 0.19596 nm
Cell volume: 0.046341 nm^3; per atom: 0.011585 nm^3
Well depths A, B: 20.0, 60.0 eV
Well widths A, B: 0.045, 0.050 nm
Columns: h k l | G (1/nm) | S_S | S_A | V_S (eV) | V_A (eV) | abs V ideal (eV) | abs V nonideal (eV)
 0  0  1 |  12.024 |  0.00000 |  0.00000 |  -5.32523 |  3.18500 |  0.00000 |  0.00000
 1  0  0 |  22.672 |  0.50000 |  0.00000 |  -3.41741 |  1.94511 |  1.70871 |  1.71605
 0  0  2 |  24.048 |  0.70711 | -0.70711 |  -3.16411 |  1.78454 |  2.56868 |  2.58055
 1  0  1 |  25.664 | -0.33141 | -0.80010 |  -2.87388 |  1.60206 |  1.59693 |  1.59529
 1  0  2 |  33.051 |  0.35355 | -0.35355 |  -1.71127 |  0.89147 |  0.68220 |  0.68584
 0  0  3 |  36.072 |  0.00000 |  0.00000 |  -1.33416 |  0.67060 |  0.00000 |  0.00000
 1  1  0 |  39.270 | -1.00000 |  0.00000 |  -1.00165 |  0.48174 |  1.00165 |  1.00596
 1  1  1 |  41.069 |  0.00000 |  0.00000 |  -0.84363 |  0.39452 |  0.00000 |  0.00000
 1  0  3 |  42.605 | -0.80010 | -0.33141 |  -0.72436 |  0.33004 |  0.58979 |  0.58089
 2  0  0 |  45.345 | -0.50000 |  0.00000 |  -0.54457 |  0.23562 |  0.27228 |  0.27346
 1  1  2 |  46.048 | -0.70711 |  0.70711 |  -0.50473 |  0.21524 |  0.38800 |  0.39067
 2  0  1 |  46.912 | -0.33141 | -0.80010 |  -0.45904 |  0.19216 |  0.21629 |  0.21553
 0  0  4 |  48.096 |  0.00000 | -1.00000 |  -0.40198 |  0.16382 |  0.16382 |  0.16018
 3  0  1 |  69.072 |  0.00000 |  0.00000 |  -0.02299 |  0.00322 |  0.00000 |  0.00000
 0  0  8 |  96.191 | -1.00000 |  0.00000 |  -0.00015 | -0.00006 |  0.00015 |  0.00014
Strongest tabulated reflection h k l: 0 0 2
Its abs V: 2.56868 eV = 0.18879 Ry
Nonideal c/a and u: 1.626, 0.377 (dimensionless)
S_S(0 0 4), nonideal: 0.02513 (dimensionless)
Largest tabulated nonideal change at h k l: 0 0 2
Its change in abs V: 11.87 meV
Bond-well depth, width: 5.0 eV, 0.050 nm
Bond-well position from A: 0.60 of bond length
Bond-well abs V(3 0 1): 2.3222 meV
Indices tested per geometry: 4225; forbidden: 684
Largest structure-factor error: 7.9e-15 (dimensionless)
Largest real-space Fourier error: 9.7e-16 eV
OK
```
